# Symmetry zeros and true instabilities in the Hartree–Fock orbital Hessian: a program that tests the result

```python
# Result under test: for a spin-free Hamiltonian the complex GHF orbital Hessian H of a
# stationary determinant annihilates v_k = (-i S_k)_vo, giving rank(Gamma) exact zeros,
# Gamma_kl = v_k.v_l: 0 for RHF, 2 for collinear UHF, 3 for noncollinear states.
# C -> C exp(K), K_vo = kappa, z = (Re kappa, Im kappa), E = E0 + g.z + z.H.z/2.
# D = oo/vv blocks of a generator, ad_D x = D_vv x - x D_oo, w = ad_D v.
# Also tested: H v = ad_D g anywhere; E(theta v)-E0 = theta^4 w.H.w/8; sign change and
# Landau ratio 2 at the Coulson-Fischer length Rc; L_z zero; Zeeman lifting v.H.v = b M.
import numpy as np
from scipy.linalg import expm, eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants['Hartree energy in eV'][0]
PAULI = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
ZERO = 1e-7
rng = np.random.default_rng(1)

class System:
    def __init__(self, h, eri, enuc, nocc):
        n = self.n = h.shape[0]
        self.h = np.kron(np.eye(2), h).astype(complex)
        self.eJ = eri.reshape(n*n, n*n)
        self.eK = eri.transpose(0, 3, 1, 2).reshape(n*n, n*n)
        self.enuc, self.no, self.nv = enuc, nocc, 2*n - nocc
        self.spin = [np.kron(p/2, np.eye(n)) for p in PAULI]

def fock(s, P):
    n = s.n
    J = (s.eJ @ (P[:n, :n] + P[n:, n:]).T.ravel()).reshape(n, n)
    F = s.h + np.kron(np.eye(2), J)
    for a in (slice(0, n), slice(n, 2*n)):
        for b in (slice(0, n), slice(n, 2*n)):
            F[a, b] -= (s.eK @ P[a, b].ravel()).reshape(n, n)
    return F

def density(s, C):
    return C[:, :s.no] @ C[:, :s.no].conj().T

def energy(s, C):
    P = density(s, C)
    return 0.5*np.trace((s.h + fock(s, P)) @ P).real + s.enuc

def vec(k):
    return np.concatenate([k.real.ravel(), k.imag.ravel()])

def mat(s, z):
    return (z[:len(z)//2] + 1j*z[len(z)//2:]).reshape(s.nv, s.no)

def rotate(s, C, z):
    K = np.zeros((2*s.n, 2*s.n), complex)
    K[s.no:, :s.no] = mat(s, z)
    return C @ expm(K - K.conj().T)

def grad_hess(s, C):
    n, no, nv = s.n, s.no, s.nv
    Co, Cv = C[:, :no], C[:, no:]
    def pair(X, Y):
        return sum(np.einsum('mp,nq->mnpq', X[a].conj(), Y[a])
                   for a in (slice(0, n), slice(n, 2*n))).reshape(n*n, -1)
    F = C.conj().T @ fock(s, density(s, C)) @ C
    Dvo = pair(Cv, Co)
    left = Dvo.T @ s.eJ
    A = (left @ pair(Co, Cv)).reshape(nv, no, no, nv).transpose(0, 1, 3, 2) \
        - (pair(Cv, Cv).T @ s.eJ @ pair(Co, Co)).reshape(nv, nv, no, no).transpose(0, 3, 1, 2) \
        + np.einsum('ab,ij->aibj', F[no:, no:], np.eye(no)) \
        - np.einsum('ab,ji->aibj', np.eye(nv), F[:no, :no])
    B = (left @ Dvo).reshape(nv, no, nv, no)
    B = (B - B.transpose(0, 3, 2, 1)).reshape(nv*no, -1)
    A = A.reshape(nv*no, -1)
    H = 2*np.block([[(A + B).real, (B - A).imag], [(A + B).imag, (A - B).real]])
    assert abs(H - H.T).max() < 1e-9
    return 2*vec(F[no:, :no]), H

def converge(s, C):
    # Newton with |eigenvalues|: descends, and keeps the symmetry of the starting point
    for _ in range(80):
        g, H = grad_hess(s, C)
        lam, U = eigh(H)
        if np.linalg.norm(g) < 1e-9:
            return C, H, lam, U
        z = -U @ ((U.T @ g)/np.maximum(abs(lam), 1e-4))
        z *= min(1.0, 0.3/np.linalg.norm(z))
        E = energy(s, C)
        while energy(s, rotate(s, C, z)) > E + 1e-10 and np.linalg.norm(z) > 1e-12:
            z /= 2
        C = rotate(s, C, z)
    raise RuntimeError('no convergence')

def split(s, C, G):
    Gm, no = C.conj().T @ G @ C, s.no
    ad = lambda z: vec(Gm[no:, no:] @ mat(s, z) - mat(s, z) @ Gm[:no, :no])
    return vec(Gm[no:, :no]), ad

def gamma(s, C):
    V = np.array([split(s, C, -1j*S)[0] for S in s.spin])
    Gam = V @ V.T
    return V, Gam, int((np.linalg.eigvalsh(Gam) > 1e-8).sum())

def nzero(M, tol=ZERO):
    return int((abs(np.linalg.eigvalsh(M)) < tol).sum())

def hcl(R, na, nb):
    mol = gto.M(atom=f'Cl 0 0 0; H 0 0 {R:.12f}', basis='6-31g', verbose=0)
    e, U = eigh(mol.intor('int1e_ovlp'))
    X, Xi = U*e**-0.5 @ U.T, U*e**0.5 @ U.T
    h = X @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
    eri = np.einsum('abcd,ap,bq,cr,ds->pqrs', mol.intor('int2e'), X, X, X, X, optimize=True)
    s = System(h, eri, mol.energy_nuc(), na + nb)
    with mol.with_common_orig((0, 0, 0)):
        s.Lz = np.kron(np.eye(2), X @ mol.intor('int1e_cg_irxp')[2] @ X)
    p, n = Xi @ scf.hf.init_guess_by_minao(mol) @ Xi/2, s.n
    for _ in range(40):      # damped closed-shell SCF of neutral HCl: starting orbitals
        c = eigh(fock(s, np.kron(np.eye(2), p).astype(complex))[:n, :n].real)[1]
        p = 0.5*p + 0.5*c[:, :9] @ c[:, :9].T
    up, dn = np.vstack([c, 0*c]), np.vstack([0*c, c])
    C = np.hstack([up[:, :na], dn[:, :nb], up[:, na:], dn[:, nb:]]).astype(complex)
    so, sv = np.array([0]*na + [1]*nb), np.array([0]*(n - na) + [1]*(n - nb))
    s.keep = np.where((sv[:, None] == so[None, :]).ravel())[0]  # real spin-conserving
    return (s,) + converge(s, C)

def uhf(R):
    s, C, H, lam, _ = hcl(R, 9, 9)
    z = np.zeros(len(H))
    z[s.keep] = 0.2*eigh(H[np.ix_(s.keep, s.keep)])[1][:, 0]
    return (s, energy(s, C), lam[0]) + converge(s, rotate(s, C, z))

def s2_uhf(s, C, na):
    M = na - s.no/2
    ov = C[:s.n, :na].conj().T @ C[s.n:, na:s.no]
    return M*(M + 1) + (s.no - na) - (abs(ov)**2).sum()

print('HCl, HF/6-31G; H eigenvalues in Eh; zero means |lam| <', ZERO)
Rc = brentq(lambda R: hcl(R, 9, 9)[3][0], 1.3, 2.3, xtol=1e-8)
s, C, H, lam, _ = hcl(Rc, 9, 9)
assert nzero(H, 1e-5) == 3 and gamma(s, C)[2] == 0
print(f'Hessian dimension {len(H)}; Rc = {Rc:.4f} A')
print(f'RHF at Rc: modes below 1e-5 Eh = {nzero(H, 1e-5)}, rank Gamma = {gamma(s, C)[2]}, '
      f'next lam = {lam[3]:.5f} Eh')
lo, hi = hcl(Rc - 0.05, 9, 9)[3], hcl(Rc + 0.05, 9, 9)[3]
assert lo[0] > 1e-3 and hi[0] < -1e-3 and np.ptp(lo[:3]) < 1e-7 and np.ptp(hi[:3]) < 1e-7
print(f'RHF lowest lam: Rc-0.05 A {lo[0]:.5f} Eh, Rc+0.05 A {hi[0]:.5f} Eh')
ratios = []
for d in (0.01, 0.005):
    s, _, lr, C, H, lam, _ = uhf(Rc + d)
    assert nzero(H) == 2 and gamma(s, C)[2] == 2
    ratios.append(-lam[2]/lr)
    print(f'Rc+{d} A: RHF {lr:.6f} Eh, UHF zeros {nzero(H)}, longitudinal {lam[2]:.6f} Eh, '
          f'ratio {ratios[-1]:.4f}')
assert abs(ratios[1] - 2) < 0.05 and abs(ratios[1] - 2) < abs(ratios[0] - 2)

for R in (2.6, 2.3):
    s, Er, lr, C, H, lam, U = uhf(R)
    V, Gam, rank = gamma(s, C)
    E0, m, S2 = energy(s, C), len(H)//2, s2_uhf(s, C, 9)
    parts = (nzero(H[:m, :m]), nzero(H[m:, m:]), nzero(H[np.ix_(s.keep, s.keep)]))
    assert nzero(H) == rank == 2 and parts == (1, 1, 0) and lam[2] > 1e-4
    assert abs(H @ V.T).max() < 1e-8
    assert abs(Gam - np.diag([S2/2, S2/2, 0])).max() < 1e-8
    weight = ((U[:, :2].T @ V[0])**2).sum()/Gam[0, 0]
    assert abs(weight - 1) < 1e-8
    print(f'R = {R} A: E_RHF {Er:.6f} Eh, E_UHF {E0:.6f} Eh, lowering {(Er - E0)*EV:.4f} eV')
    print(f'  RHF lowest {lr:.5f} Eh; UHF lam {lam[0]:.1e} {lam[1]:.1e} {lam[2]:.5f} Eh')
    print(f'  zeros real/imag/UHF block {parts}; weight of v_x in null space {weight:.8f}')
    print(f'  <S^2> {S2:.5f}; Gamma xx yy zz {Gam[0, 0]:.5f} {Gam[1, 1]:.5f} {Gam[2, 2]:.1e}')

Gy = -1j*s.spin[1]
v, ad = split(s, C, Gy)
w = ad(v)
flat = energy(s, expm(1.0*Gy) @ C) - E0
theta = 0.04
quart, pred = (energy(s, rotate(s, C, theta*v)) - E0)/theta**4, w @ H @ w/8
assert abs(flat) < 1e-9 and pred > 1e-4 and abs(quart/pred - 1) < 1e-2
print(f'R = 2.3 A: energy change on orbit, 1 rad: {flat:.1e} Eh; |w| = {np.linalg.norm(w):.5f}')
print(f'  straight line theta = {theta}: dE/theta^4 {quart:.6f} Eh, w.H.w/8 {pred:.6f} Eh')
false = []
for eps in (1e-5, 2e-5, -1e-5):
    Ce = rotate(s, C, eps*w/np.linalg.norm(w))
    ge, He = grad_hess(s, Ce)
    ve, ade = split(s, Ce, Gy)
    le, est = np.linalg.eigvalsh(He)[0], -ge @ ade(ve)/(ve @ ve)
    assert abs(le/est - 1) < 1e-2
    false.append(le)
    print(f'  displaced {eps:+.0e} along w: |g| {np.linalg.norm(ge):.3e}, lam {le:+.4e}, '
          f'estimate {est:+.4e} Eh')
assert false[0] < 0 < false[2] and abs(false[1]/false[0] - 2) < 1e-2

# generic complex non-stationary determinant: derivatives and H v = ad_D g
Cr = rotate(s, C, 0.02*rng.standard_normal(len(H)))
gr, Hr = grad_hess(s, Cr)
u = rng.standard_normal(len(H)); u /= np.linalg.norm(u)
hs = 1e-3
Ep, Em, Ec = energy(s, rotate(s, Cr, hs*u)), energy(s, rotate(s, Cr, -hs*u)), energy(s, Cr)
assert abs((Ep - Em)/(2*hs) - gr @ u) < 1e-5*np.linalg.norm(gr)
assert abs((Ep + Em - 2*Ec)/hs**2/(u @ Hr @ u) - 1) < 1e-5
print(f'random state: curvature FD {(Ep + Em - 2*Ec)/hs**2:.5f}, u.H.u {u @ Hr @ u:.5f} Eh')
for S in s.spin:
    vr, adr = split(s, Cr, -1j*S)
    err = abs(Hr @ vr - adr(gr)).max()
    assert err < 1e-9 and np.linalg.norm(Hr @ vr) > 1e-2
print(f'  S_z: |H v| {np.linalg.norm(Hr @ vr):.4f} Eh, max|H v - ad_D g| {err:.1e} Eh')

s, C, H, lam, U = hcl(1.3, 9, 8)
V, Gam, rank = gamma(s, C)
vL, S2, M = split(s, C, s.Lz)[0], s2_uhf(s, C, 9), 0.5
assert abs(s.Lz @ s.h - s.h @ s.Lz).max() < 1e-8 and vL @ vL > 0.5
assert rank == 2 and nzero(H) == 3 and abs(H @ vL).max() < 1e-8
assert abs(Gam[0, 0] - (S2 - M*M)/2) < 1e-8
print(f'HCl+ R = 1.3 A: E {energy(s, C):.6f} Eh, <S^2> {S2:.5f}, Gamma xx {Gam[0, 0]:.5f}')
print(f'  rank Gamma {rank}, zeros {nzero(H)}, |v_Lz|^2 {vL @ vL:.5f}')
print('  lowest nonzero lam', np.round(lam[abs(lam) > ZERO][:4], 5), 'Eh')
b = 1e-3
s.h = s.h - b*s.spin[2]
gb, Hb = grad_hess(s, C)
lb, Ub = eigh(Hb)
lift = lb[np.argmax(abs(Ub.T @ V[0]))]
assert np.linalg.norm(gb) < 1e-8 and nzero(Hb) == 1
assert abs(V[0] @ Hb @ V[0] - b*M) < 1e-8 and abs(lift*Gam[0, 0]/(b*M) - 1) < 1e-2
print(f'  field b = {b} Eh: zeros {nzero(Hb)}, v.H.v {V[0] @ Hb @ V[0]:.6e} Eh')
print(f'  lifted lam {lift:.6e} Eh, b M/Gamma xx {b*M/Gam[0, 0]:.6e} Eh')

t, Uh = 1.0, 8.0
eri = np.zeros((3,)*4)
eri[range(3), range(3), range(3), range(3)] = Uh
s = System(-t*(np.ones((3, 3)) - np.eye(3)), eri, 0.0, 3)
print(f'Hubbard triangle t = {t}, U = {Uh} t, 3 electrons, Hessian dimension 18')
for name, phi, want in (('up-up-down', np.array([0, 0, np.pi]), (2, 1, 1)),
                        ('120 degree', 2*np.pi*np.arange(3)/3, (3, 1, 2))):
    c, sn = np.diag(np.cos(phi/2)), np.diag(np.sin(phi/2))
    C, H, lam, U = converge(s, np.block([[c, -sn], [sn, c]]).astype(complex))
    V, Gam, rank = gamma(s, C)
    got = (nzero(H), nzero(H[:9, :9]), nzero(H[9:, 9:]))
    neg = int((lam < -ZERO).sum())
    assert got == want and rank == want[0] and abs(H @ V.T).max() < 1e-8
    assert (neg > 0) == (rank == 2)
    I, hs = np.eye(18), 5e-4
    Hfd = np.array([[sum(a*bb*energy(s, rotate(s, C, hs*(a*I[i] + bb*I[j])))
                         for a in (1, -1) for bb in (1, -1))/(4*hs*hs)
                     for j in range(18)] for i in range(18)])
    assert abs(Hfd - H).max() < 1e-4 and nzero(Hfd, 1e-3) == rank
    P = density(s, C)
    mom = np.array([(lambda d: d[:3] + d[3:])(np.diag(S @ P).real) for S in s.spin]).T
    size = np.linalg.norm(mom, axis=1)
    ang = np.degrees(np.arccos(np.clip(mom[1] @ mom[2]/size[1]/size[2], -1, 1)))
    assert abs(ang - (180 if rank == 2 else 120)) < 1e-3
    print(f'{name}: E {energy(s, C):.6f} t, site moments', np.round(size, 4),
          f'angle(2,3) {ang:.2f} deg')
    print(f'  zeros total/real/imag {got}, negative {neg}, FD zeros {nzero(Hfd, 1e-3)}')
    print('  Gamma eigenvalues', np.round(abs(np.linalg.eigvalsh(Gam)), 5))
    print('  lowest nonzero lam', np.round(lam[abs(lam) > ZERO][:4], 5), 't')
print('success')
```

Output:

```
HCl, HF/6-31G; H eigenvalues in Eh; zero means |lam| < 1e-07
Hessian dimension 432; Rc = 1.6954 A
RHF at Rc: modes below 1e-5 Eh = 3, rank Gamma = 0, next lam = 0.27152 Eh
RHF lowest lam: Rc-0.05 A 0.04581 Eh, Rc+0.05 A -0.04268 Eh
Rc+0.01 A: RHF -0.008778 Eh, UHF zeros 2, longitudinal 0.017409 Eh, ratio 1.9832
Rc+0.005 A: RHF -0.004405 Eh, UHF zeros 2, longitudinal 0.008772 Eh, ratio 1.9916
R = 2.6 A: E_RHF -459.852499 Eh, E_UHF -459.944003 Eh, lowering 2.4899 eV
  RHF lowest -0.48066 Eh; UHF lam 9.9e-13 1.0e-12 0.01658 Eh
  zeros real/imag/UHF block (1, 1, 0); weight of v_x in null space 1.00000000
  <S^2> 0.93726; Gamma xx yy zz 0.46863 0.46863 2.9e-28
R = 2.3 A: E_RHF -459.891824 Eh, E_UHF -459.948196 Eh, lowering 1.5340 eV
  RHF lowest -0.37049 Eh; UHF lam -4.5e-15 8.5e-15 0.03928 Eh
  zeros real/imag/UHF block (1, 1, 0); weight of v_x in null space 1.00000000
  <S^2> 0.84163; Gamma xx yy zz 0.42081 0.42081 3.0e-28
R = 2.3 A: energy change on orbit, 1 rad: 0.0e+00 Eh; |w| = 0.25919
  straight line theta = 0.04: dE/theta^4 0.005110 Eh, w.H.w/8 0.005111 Eh
  displaced +1e-05 along w: |g| 7.042e-06, lam -3.7487e-06, estimate -3.7487e-06 Eh
  displaced +2e-05 along w: |g| 1.408e-05, lam -7.4977e-06, estimate -7.4977e-06 Eh
  displaced -1e-05 along w: |g| 7.042e-06, lam +3.7485e-06, estimate +3.7485e-06 Eh
random state: curvature FD 30.80471, u.H.u 30.80471 Eh
  S_z: |H v| 16.6019 Eh, max|H v - ad_D g| 3.6e-15 Eh
HCl+ R = 1.3 A: E -459.604288 Eh, <S^2> 0.75282, Gamma xx 0.25141
  rank Gamma 2, zeros 3, |v_Lz|^2 1.00069
  lowest nonzero lam [0.00111 0.00807 0.00807 0.29297] Eh
  field b = 0.001 Eh: zeros 1, v.H.v 5.000000e-04 Eh
  lifted lam 1.988749e-03 Eh, b M/Gamma xx 1.988796e-03 Eh
Hubbard triangle t = 1.0, U = 8.0 t, 3 electrons, Hessian dimension 18
up-up-down: E -0.502880 t, site moments [0.4838 0.4838 0.4676] angle(2,3) 180.00 deg
  zeros total/real/imag (2, 1, 1), negative 2, FD zeros 2
  Gamma eigenvalues [0.      0.68795 0.68795]
  lowest nonzero lam [-0.40559 -0.40559  1.46204  1.46204] t
120 degree: E -0.555757 t, site moments [0.4769 0.4769 0.4769] angle(2,3) 120.00 deg
  zeros total/real/imag (3, 1, 2), negative 0, FD zeros 3
  Gamma eigenvalues [0.35826 0.35826 0.68305]
  lowest nonzero lam [ 0.65479  0.65479  1.38839 14.52242] t
success
```
